**Symmetric Trotter product: series and time-step error**

For non-commuting $X$ and $Y$, the program tests $\log(e^{X/2}e^Ye^{X/2})=X+Y-[X,[X,Y]]/24+[Y,[Y,X]]/12+$ fifth order. Exact rational algebra on words in $X$ and $Y$ asserts the first, third and fifth orders and the absence of orders two, four and six. Random $4\times4$ matrices serve to assert the derivative formulas, the oddness of the logarithm and the fifth-order scaling of the remainder; halving the scaling parameter reduces the remainder by a factor of 32.00. The example is a half-filled two-site Hubbard model with hopping $t=1$, repulsion $U=6$ and imaginary-time step $\tau$, where $K$ is the hopping operator and $V$ the repulsion. The program asserts the closed form of the growth energy $E_\tau$, its leading $\tau^2$ error, and the leading $\tau^4$ error of $\langle H\rangle$ in the leading eigenvector, with either $K$ or $V$ halved. At $\tau=0.1/t$ the output shows an error of $-1.65\times10^{-2}\,t$ in $E_\tau$, and errors of $5.06\times10^{-4}\,t$ ($K$ halved) and $3.01\times10^{-4}\,t$ ($V$ halved) in $\langle H\rangle$. Extrapolation in $\tau^2$ from $\tau=0.10/t$ and $0.05/t$ leaves an error of $-4.5\times10^{-5}\,t$ relative to the exact ground energy of the model.

## Check in Python

```python
# Result under test, for non-commuting X and Y and a scaling parameter s:
#   log(exp(sX/2) exp(sY) exp(sX/2)) = s(X+Y) + s^3 Z3 + s^5 Z5 + ...
#   Z3 = -[X,[X,Y]]/24 + [Y,[Y,X]]/12, with no even powers of s.
# Exact algebra: a polynomial is a dictionary {word in 'X','Y': coefficient}.
# Example: two-site Hubbard model, hopping t (energy unit), repulsion U,
# K = hopping operator, V = repulsion operator, tau = imaginary-time step.
from fractions import Fraction as F
from math import factorial
import numpy as np
from scipy.linalg import expm, logm

MAX_DEGREE = 7


def combine(*terms):
    total = {}
    for coefficient, poly in terms:
        for word, value in poly.items():
            total[word] = total.get(word, F(0)) + coefficient * value
    return {word: value for word, value in total.items() if value != 0}


def multiply(p, q):
    total = {}
    for u, cu in p.items():
        for v, cv in q.items():
            if len(u) + len(v) <= MAX_DEGREE:
                total[u + v] = total.get(u + v, F(0)) + cu * cv
    return {word: value for word, value in total.items() if value != 0}


def bracket(p, q):
    return combine((F(1), multiply(p, q)), (F(-1), multiply(q, p)))


def repeated_bracket(p, q, count):
    for _ in range(count):
        q = bracket(p, q)
    return q


def exp_letter(letter, c):
    return {letter * n: c**n / factorial(n) for n in range(MAX_DEGREE + 1)}


def log_series(p):
    rest = combine((F(1), p), (F(-1), {'': F(1)}))
    power, total = {'': F(1)}, {}
    for k in range(1, MAX_DEGREE + 1):
        power = multiply(power, rest)
        total = combine((F(1), total), (F((-1)**(k + 1), k), power))
    return total


def degree_part(p, d):
    return {word: value for word, value in p.items() if len(word) == d}


X, Y = {'X': F(1)}, {'Y': F(1)}
half_x = exp_letter('X', F(1, 2))
full_y = exp_letter('Y', F(1))
log_sym = log_series(multiply(multiply(half_x, full_y), half_x))
log_plain = log_series(multiply(exp_letter('X', F(1)), full_y))

Z1 = combine((F(1), X), (F(1), Y))
Z3 = combine((F(-1, 24), repeated_bracket(X, Y, 2)),
             (F(1, 12), repeated_bracket(Y, X, 2)))


def rate_coefficient(n):
    # coefficient of s^n (n >= 1) in S'(s) S(s)^(-1), from conjugations
    terms = [(F(1, 2**n * factorial(n)), repeated_bracket(X, Y, n))]
    for j in range(n + 1):
        inner = repeated_bracket(Y, X, n - j)
        weight = F(1, 2 * 2**j * factorial(j) * factorial(n - j))
        terms.append((weight, repeated_bracket(X, inner, j)))
    return combine(*terms)


Z5 = combine((F(1, 5), rate_coefficient(4)),
             (F(-1, 15), repeated_bracket(Z1, Z3, 2)))

assert degree_part(log_sym, 1) == Z1
assert degree_part(log_sym, 3) == Z3
assert degree_part(log_sym, 5) == Z5 and len(Z5) > 0
for even in (2, 4, 6):
    assert degree_part(log_sym, even) == {}
assert rate_coefficient(1) == {}
assert rate_coefficient(2) == combine((F(3), Z3))
assert rate_coefficient(3) == bracket(Z1, Z3)
assert degree_part(log_plain, 2) == combine((F(1, 2), bracket(X, Y)))
assert len(degree_part(log_plain, 4)) > 0

print("Number of words with nonzero coefficient, by degree 1 to 7")
print(" symmetric product:",
      [len(degree_part(log_sym, d)) for d in range(1, 8)])
print(" plain product exp(X)exp(Y):",
      [len(degree_part(log_plain, d)) for d in range(1, 8)])
print("Coefficients of XXY, XYX, YYX, YXY in the symmetric log:",
      *[str(log_sym[w]) for w in ('XXY', 'XYX', 'YYX', 'YXY')])

# ---- numerical matrices -------------------------------------------------
rng = np.random.default_rng(7)


def random_unit_norm():
    m = rng.normal(size=(4, 4))
    return m / np.linalg.norm(m, 2)


A, B = random_unit_norm(), random_unit_norm()


def comm(p, q):
    return p @ q - q @ p


def evaluate(poly):
    total = np.zeros((4, 4))
    for word, value in poly.items():
        product = np.eye(4)
        for letter in word:
            product = product @ (A if letter == 'X' else B)
        total += float(value) * product
    return total


def sym_product(s):
    return expm(s * A / 2) @ expm(s * B) @ expm(s * A / 2)


# derivative of an exponential, along a curve in matrix space
def curve(s):
    return s * A + s**3 * B


s0, h = 0.7, 1e-4
numeric = (expm(curve(s0 + h)) - expm(curve(s0 - h))) / (2 * h)
numeric = numeric @ expm(-curve(s0))
term, series = A + 3 * s0**2 * B, np.zeros((4, 4))
for k in range(30):
    series = series + term / factorial(k + 1)
    term = comm(curve(s0), term)
assert np.allclose(numeric, series, atol=1e-6)

# logarithmic derivative of the symmetric product
numeric = (sym_product(s0 + h) - sym_product(s0 - h)) / (2 * h)
numeric = numeric @ np.linalg.inv(sym_product(s0))
left, mid = expm(s0 * A / 2), expm(s0 * B)
left_inv, mid_inv = expm(-s0 * A / 2), expm(-s0 * B)
formula = A / 2 + left @ B @ left_inv
formula = formula + left @ mid @ (A / 2) @ mid_inv @ left_inv
assert np.allclose(numeric, formula, atol=1e-6)

# convergent logarithm, its norm bound and its oddness
sigma = 0.35
s_small = sigma / 2          # both matrices have spectral norm one


def summed_log(s):
    rest, power = sym_product(s) - np.eye(4), np.eye(4)
    total = np.zeros((4, 4))
    for k in range(1, 120):
        power = power @ rest
        total = total + (-1)**(k + 1) * power / k
    return total


z_plus, z_minus = summed_log(s_small), summed_log(-s_small)
bound = -np.log(2 - np.exp(sigma))
assert np.allclose(expm(z_plus), sym_product(s_small), atol=1e-12)
assert np.linalg.norm(z_plus, 2) <= bound < np.log(2)
assert np.allclose(z_minus, -z_plus, atol=1e-12)


def cubic_residual(s):
    return logm(sym_product(s)) - s * (A + B) - s**3 * evaluate(Z3)


res_a, res_b = cubic_residual(0.1), cubic_residual(0.05)
fifth = evaluate(Z5)
ratio = np.linalg.norm(res_a) / np.linalg.norm(res_b)
assert abs(ratio - 32) < 1.0
assert np.linalg.norm(res_b / 0.05**5 - fifth) < 0.02 * np.linalg.norm(fifth)
print("Random 4x4 matrices of unit spectral norm (dimensionless)")
print(f" residual after third order, s=0.10: {np.linalg.norm(res_a):.3e}")
print(f" residual after third order, s=0.05: {np.linalg.norm(res_b):.3e}")
print(f" ratio of the residuals: {ratio:.2f}")

# ---- two-site Hubbard model ---------------------------------------------
t, U = 1.0, 6.0
a, b = 2 * t, U / 2
R = np.hypot(a, b)
# basis |site of up electron, site of down electron>: 11, 12, 21, 22
hop = np.array([[0.0, -t], [-t, 0.0]])
K = np.kron(hop, np.eye(2)) + np.kron(np.eye(2), hop)
V = np.diag([U, 0.0, 0.0, U])
H = K + V
E0 = np.linalg.eigvalsh(H)[0]
assert abs(E0 - (b - R)) < 1e-12

# singlet space: covalent state first, ionic state second
singlet = np.array([[0, 1], [1, 0], [1, 0], [0, 1]]) / np.sqrt(2)
sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])


def project(m):
    return singlet.T @ m @ singlet


for operator in (K, V):
    assert np.allclose(operator @ singlet, singlet @ project(operator))
assert np.allclose(project(K), -a * sx)
assert np.allclose(project(V), b * (np.eye(2) - sz))
assert np.allclose(comm(V, comm(V, K)), U**2 * K)
assert np.allclose(project(comm(K, comm(K, V))), -8 * U * t**2 * sz)


def split(outer, inner, tau):
    m = expm(-tau * outer / 2) @ expm(-tau * inner) @ expm(-tau * outer / 2)
    return (m + m.T) / 2     # removes rounding asymmetry only


def energies(outer, inner, tau):
    values, vectors = np.linalg.eigh(split(outer, inner, tau))
    state = vectors[:, -1]
    return -np.log(values[-1]) / tau, state @ H @ state


def closed_energy(tau):
    return b - np.arccosh(np.cosh(a * tau) * np.cosh(b * tau)) / tau


shift_coeff = -a**2 * b**2 / (6 * R)
loss_K = a**2 * b**2 * (a**2 + 2 * b**2)**2 / (72 * R**3)
loss_V = a**2 * b**2 * (b**2 + 2 * a**2)**2 / (72 * R**3)

shift = energies(K, V, 0.02)[0] - E0
assert abs(shift / (shift_coeff * 0.02**2) - 1) < 2e-3
for outer, inner, coeff in ((K, V, loss_K), (V, K, loss_V)):
    loss = energies(outer, inner, 0.01)[1] - E0
    assert abs(loss / (coeff * 0.01**4) - 1) < 5e-3


def effective(tau):
    return project(-logm(split(K, V, tau)) / tau)


def effective_residual(tau):
    correction = -comm(K, comm(K, V)) / 24 + comm(V, comm(V, K)) / 12
    return np.linalg.norm(effective(tau) - project(H + tau**2 * correction))


assert abs(effective_residual(0.04) / effective_residual(0.02) - 16) < 0.5

print("Two-site Hubbard model, half filling; energies in units of t")
print(f" t = {t:.1f}, U = {U:.1f}, a = {a:.1f}, b = {b:.1f}, R = {R:.6f}")
print(f" exact ground energy E0 = {E0:.8f} t")
print(f" coefficient of tau^2 in E_tau: {shift_coeff:.6f} t^3")
print(f" coefficient of tau^4 in <H>-E0, K halved: {loss_K:.6f} t^5")
print(f" coefficient of tau^4 in <H>-E0, V halved: {loss_V:.6f} t^5")

tau = 0.1
field = np.arccosh(np.exp(tau * U / 2))
for up in (0, 1):
    for down in (0, 1):
        mean = sum(np.exp(field * f * (up - down)) for f in (-1, 1)) / 2
        mean *= np.exp(-tau * U * (up + down) / 2)
        assert abs(mean - np.exp(-tau * U * up * down)) < 1e-12
h_eff = effective(tau)
t_eff, U_eff = -h_eff[0, 1] / 2, h_eff[1, 1] - h_eff[0, 0]
t_lead = t * (1 + tau**2 * U**2 / 12)
U_lead = U * (1 - 2 * tau**2 * t**2 / 3)


def parameter_errors(step):
    m = effective(step)
    return np.array([-m[0, 1] / 2 - t * (1 + step**2 * U**2 / 12),
                     m[1, 1] - m[0, 0] - U * (1 - 2 * step**2 * t**2 / 3)])


assert np.all(abs(parameter_errors(0.04) / parameter_errors(0.02) - 16) < 0.5)
print(f" auxiliary-field coupling at tau=0.1/t: {field:.6f} (dimensionless)")
print(f" effective hopping at tau=0.1/t: {t_eff:.6f} t, leading {t_lead:.6f}")
print(f" effective U at tau=0.1/t: {U_eff:.6f} t, leading {U_lead:.6f}")

for tau in (0.2, 0.1, 0.05):
    E_K, H_K = energies(K, V, tau)
    E_V, H_V = energies(V, K, tau)
    plain = np.linalg.eigvals(expm(-tau * K) @ expm(-tau * V))
    E_plain = -np.log(max(plain.real)) / tau
    assert abs(E_K - closed_energy(tau)) < 1e-10
    assert abs(E_K - E_V) < 1e-10 and abs(E_K - E_plain) < 1e-10
    assert E_K < E0 < min(H_K, H_V)
    print(f"tau = {tau:.2f}/t: E_tau = {E_K:.8f} t")
    print(f"  E_tau-E0 = {E_K - E0:.4e} t, leading {shift_coeff*tau**2:.4e}")
    print(f"  <H>-E0, K halved = {H_K - E0:.4e} t, leading {loss_K*tau**4:.4e}")
    print(f"  <H>-E0, V halved = {H_V - E0:.4e} t, leading {loss_V*tau**4:.4e}")


def extrapolated(tau_large):
    coarse = energies(K, V, tau_large)[0]
    fine = energies(K, V, tau_large / 2)[0]
    return (4 * fine - coarse) / 3


error_1, error_2 = extrapolated(0.1) - E0, extrapolated(0.05) - E0
assert abs(error_1 / error_2 - 16) < 1.0
print(f"Extrapolated from tau=0.10 and 0.05: {extrapolated(0.1):.8f} t")
print(f" its error: {error_1:.3e} t")
print(f" error from tau=0.05 and 0.025: {error_2:.3e} t")
print(f" ratio of these errors: {error_1 / error_2:.2f}")
print("no test failed")
```

Printed output:

```
Number of words with nonzero coefficient, by degree 1 to 7
 symmetric product: [2, 0, 6, 0, 30, 0, 126]
 plain product exp(X)exp(Y): [2, 2, 6, 4, 30, 28, 126]
Coefficients of XXY, XYX, YYX, YXY in the symmetric log: -1/24 1/12 1/12 -1/6
Random 4x4 matrices of unit spectral norm (dimensionless)
 residual after third order, s=0.10: 1.531e-08
 residual after third order, s=0.05: 4.783e-10
 ratio of the residuals: 32.00
Two-site Hubbard model, half filling; energies in units of t
 t = 1.0, U = 6.0, a = 2.0, b = 3.0, R = 3.605551
 exact ground energy E0 = -0.60555128 t
 coefficient of tau^2 in E_tau: -1.664101 t^3
 coefficient of tau^4 in <H>-E0, K halved: 5.162979 t^5
 coefficient of tau^4 in <H>-E0, V halved: 3.082853 t^5
 auxiliary-field coupling at tau=0.1/t: 0.813844 (dimensionless)
 effective hopping at tau=0.1/t: 1.029660 t, leading 1.030000
 effective U at tau=0.1/t: 5.959250 t, leading 5.960000
tau = 0.20/t: E_tau = -0.66926596 t
  E_tau-E0 = -6.3715e-02 t, leading -6.6564e-02
  <H>-E0, K halved = 7.5961e-03 t, leading 8.2608e-03
  <H>-E0, V halved = 4.4963e-03 t, leading 4.9326e-03
tau = 0.10/t: E_tau = -0.62201077 t
  E_tau-E0 = -1.6459e-02 t, leading -1.6641e-02
  <H>-E0, K halved = 5.0566e-04 t, leading 5.1630e-04
  <H>-E0, V halved = 3.0129e-04 t, leading 3.0829e-04
tau = 0.05/t: E_tau = -0.60970013 t
  E_tau-E0 = -4.1489e-03 t, leading -4.1603e-03
  <H>-E0, K halved = 3.2102e-05 t, leading 3.2269e-05
  <H>-E0, V halved = 1.9158e-05 t, leading 1.9268e-05
Extrapolated from tau=0.10 and 0.05: -0.60559658 t
 its error: -4.531e-05 t
 error from tau=0.05 and 0.025: -2.848e-06 t
 ratio of these errors: 15.91
no test failed
```
